\section*{Quasi-collinear photon emission and the dead cone of a massive electron}

\section{A soft photon from a back-to-back pair}

Let a hard process create an electron of momentum $p$ and a positron of momentum $q$, back to back, each with energy $E$, mass $m$ and speed $\beta$. A photon of momentum $k$ and energy $\omega\ll E$ is emitted at angle $\theta$ to the electron. We use $\hbar=c=1$, metric $(+,-,-,-)$, $e^2=4\pi\alpha$, $\slashed a=\gamma^\mu a_\mu$, and real linear polarization vectors $\varepsilon$ with $\varepsilon\cdot k=0$.

Emission from the electron inserts $e\slashed\varepsilon(\slashed p+\slashed k+m)/(2p\cdot k)$ next to $\bar u(p)$, because $(p+k)^2-m^2=2p\cdot k$. For a soft photon we keep only terms of order $1/\omega$: $\slashed k$ is dropped in the numerator, the hard amplitude is taken at $k=0$, and emission from inside the hard process, which has no small denominator, is neglected. Since $\bar u\slashed p=m\bar u$,
\begin{equation}
\bar u\slashed\varepsilon(\slashed p+m)
=\bar u(2p\cdot\varepsilon-\slashed p\slashed\varepsilon+m\slashed\varepsilon)
=2p\cdot\varepsilon\,\bar u .
\end{equation}
The electron therefore contributes the factor $e\,p\cdot\varepsilon/(p\cdot k)$. The same algebra with $\slashed q v=-mv$ gives $-e\,q\cdot\varepsilon/(q\cdot k)$ for the positron.

Take $\varepsilon$ purely spatial. The polarization normal to the emission plane gives zero. For the one in the plane, $|p\cdot\varepsilon|=E\beta\sin\theta$ and $q\cdot\varepsilon=-p\cdot\varepsilon$, so the two terms add. With $p\cdot k=E\omega(1-\beta\cos\theta)$ and $q\cdot k=E\omega(1+\beta\cos\theta)$, the squared amplitude with the photon, divided by that without it, is
\begin{equation}
\frac{e^2\beta^2\sin^2\theta}{\omega^2}
\left[\frac1{1-\beta\cos\theta}+\frac1{1+\beta\cos\theta}\right]^2
=\frac{4e^2}{\omega^2}\frac{\beta^2\sin^2\theta}{(1-\beta^2\cos^2\theta)^2}.
\label{pair}
\end{equation}
Define $\theta_0=m/E$, so that $1-\beta^2=\theta_0^2$. For $\theta,\theta_0\ll1$ the denominator follows from $1-\beta^2\cos^2\theta=\theta_0^2+\beta^2\sin^2\theta\simeq\theta_0^2+\theta^2$, and (\ref{pair}) becomes
\begin{equation}
\frac{4e^2}{\omega^2}\frac{\theta^2}{(\theta^2+\theta_0^2)^2}.
\label{softshape}
\end{equation}
The numerator vanishes on the axis because a transverse polarization has no component along the charge's motion. The mass keeps the denominator finite there, so the zero is visible: this is the dead cone. The theorem below covers photons that carry off a finite share of the energy, and shows what becomes of the zero.

\section{Statement}

Let $P=p+k$ point along the third axis and let $n=(1,0,0,-1)$, so $n^2=0$. Write $a^\pm=a^0\pm a^3$; then $n\cdot a=a^+$ and $a\cdot b=\frac12(a^+b^-+a^-b^+)-\mathbf a_\perp\cdot\mathbf b_\perp$. Set
\begin{equation}
p^+=zP^+,\quad k^+=(1-z)P^+,\quad \mathbf p_\perp=-\mathbf k_\perp=\mathbf k_T .
\end{equation}
The quasi-collinear limit is $m,k_T=O(\lambda)$ with $\lambda\to0$, while $P^+$, $k_T/m$ and $0<z<1$ stay fixed. Up to relative corrections $O(\lambda^2)$, $z$ is the electron's share of the parent energy $E$.

\paragraph{Theorem.} Consider a tree-level amplitude $M_n=\bar u(\tilde p)H$, where $\tilde p$ is on shell with $\tilde p^+=P^+$ and $\tilde{\mathbf p}_\perp=0$. Assume that $H$ is smooth near $P=\tilde p$, that $|M_n|^2$ has a nonzero limit, and that no other charged momentum is collinear with $P$. Then, summed over spins and polarizations,
\begin{equation}
|M_{n+1}|^2=\frac{e^2}{p\cdot k}\,\mathcal P\,|M_n|^2\,[1+O(\lambda)],
\qquad
\mathcal P=\frac{1+z^2}{1-z}-\frac{m^2}{p\cdot k}.
\label{theorem}
\end{equation}
If afterwards $z\to1$, so that $\omega=(1-z)E\ll E$, the factor $e^2\mathcal P/(p\cdot k)$ tends to (\ref{softshape}).

The two terms of $\mathcal P$ are of the same order, since $p\cdot k=O(\lambda^2)$. The function $\mathcal P$ alone does not have the dead-cone shape; the propagator factor $1/(p\cdot k)$ is needed as well.

\section{Kinematics}

\paragraph{Lemma 1.} With $D=k_T^2+(1-z)^2m^2$,
\begin{equation}
s\equiv P^2-m^2=2p\cdot k=\frac{D}{z(1-z)} .
\label{s}
\end{equation}

\emph{Proof.} On shell, $p^-=(k_T^2+m^2)/(zP^+)$ and $k^-=k_T^2/[(1-z)P^+]$. As $\mathbf P_\perp=0$,
\begin{align}
P^2-m^2&=P^+(p^-+k^-)-m^2
=\frac{k_T^2+m^2}{z}+\frac{k_T^2}{1-z}-m^2\nonumber\\
&=\frac{k_T^2}{z(1-z)}+\frac{(1-z)m^2}{z},
\end{align}
which is (\ref{s}). $\square$

At small angles the electron and photon lie at $k_T/(zE)$ and $k_T/[(1-z)E]$ on opposite sides of the axis. Their opening angle is the sum, $\theta=k_T/[z(1-z)E]$. Inserting $k_T=z(1-z)E\theta$ in (\ref{s}) gives
\begin{equation}
p\cdot k=\tfrac12z(1-z)E^2\left[\theta^2+\frac{m^2}{z^2E^2}\right].
\label{angle}
\end{equation}

\section{Proof of the factorization}

\paragraph{Choice of gauge.} The full amplitude is unchanged by $\varepsilon\to\varepsilon+ck$, so we may impose $n\cdot\varepsilon=0$. Explicitly, $\varepsilon=\varepsilon_\perp-n\,(k\cdot\varepsilon_\perp)/(n\cdot k)$, whose components stay bounded because $n\cdot k=(1-z)P^+$ is not small. The polarization sum is
\begin{equation}
d_{\mu\nu}=-g_{\mu\nu}+\frac{k_\mu n_\nu+n_\mu k_\nu}{n\cdot k}.
\end{equation}
Emission from the electron leg has the amplitude $e\,\bar u(p)\slashed\varepsilon(\slashed P+m)H/s$. Its square, summed over final spins and polarizations, is $(e^2/s^2)\bar HNH$, with
\begin{equation}
N=(\slashed P+m)\gamma^\mu(\slashed p+m)\gamma^\nu(\slashed P+m)d_{\mu\nu}.
\end{equation}

\paragraph{Lemma 2.} $N=2s\mathcal P\slashed P+O(\lambda^3)$.

\emph{Proof.} Take first the part with $-g_{\mu\nu}$. From $\gamma^\mu\gamma_\mu=4$ and $\gamma^\mu\slashed p\gamma_\mu=-2\slashed p$, the inner factor is $2\slashed p-4m$. Expanding,
\begin{align}
(\slashed P+m)(2\slashed p-4m)(\slashed P+m)
={}&2\slashed P\slashed p\slashed P+4m\,P\cdot p+2m^2\slashed p\nonumber\\
&-4m(P^2+m^2+2m\slashed P).
\end{align}
Here $P\cdot p=m^2+s/2$ and $P^2=m^2+s$, so
\begin{equation}
\slashed P\slashed p\slashed P=2(P\cdot p)\slashed P-P^2\slashed p=(2m^2+s)\slashed P-(m^2+s)\slashed p .
\end{equation}
The terms proportional to the unit matrix add to $-4m^3-2ms=O(\lambda^3)$. The others are
\begin{align}
&(4m^2+2s-8m^2)\slashed P+(-2m^2-2s+2m^2)\slashed p\nonumber\\
&\quad=(2s-4m^2)\slashed P-2s\slashed p
=[2s(1-z)-4m^2]\slashed P+O(\lambda^3),
\label{gpart}
\end{align}
where the last step uses $p=zP+O(\lambda)$.

For the gauge part write $\slashed k=(\slashed P-m)-(\slashed p-m)$. Since $(\slashed p-m)(\slashed p+m)=0$ and $(\slashed P+m)(\slashed P-m)=s$,
\begin{equation}
(\slashed P+m)\slashed k(\slashed p+m)=s(\slashed p+m),
\end{equation}
and likewise in reversed order. The gauge part is therefore
\begin{equation}
\frac{s}{n\cdot k}\left[(\slashed p+m)\slashed n(\slashed P+m)+(\slashed P+m)\slashed n(\slashed p+m)\right].
\end{equation}
The prefactor is already $O(\lambda^2)$, so in the bracket we may set $p\to zP$ and $m\to0$. It becomes $2z\slashed P\slashed n\slashed P=2z(2n\cdot P\,\slashed P-P^2\slashed n)\to4z\,n\cdot P\,\slashed P$. Division by $n\cdot k=(1-z)n\cdot P$ leaves $4sz\slashed P/(1-z)$. Adding (\ref{gpart}),
\begin{equation}
N=2s\left[(1-z)+\frac{2z}{1-z}-\frac{2m^2}{s}\right]\slashed P+O(\lambda^3).
\end{equation}
Because $(1-z)^2+2z=1+z^2$ and $s=2p\cdot k$, the bracket is $\mathcal P$. $\square$

\paragraph{End of the proof.} By Lemma 2 the electron-leg square is
\begin{equation}
\frac{e^2}{s^2}\,2s\mathcal P\,\bar H\slashed PH=\frac{e^2}{p\cdot k}\mathcal P\,\bar H\slashed PH ,
\end{equation}
up to relative order $\lambda$. Moreover $\slashed P=\slashed{\tilde p}+m+O(\lambda)$, and $\bar H(\slashed{\tilde p}+m)H=|M_n|^2$. This square is $O(\lambda^{-2})$ and is a sum of positive terms, so each electron-leg amplitude is at most $O(\lambda^{-1})$. Emission from elsewhere has no small denominator and is $O(1)$ in this gauge. Its interference is then $O(\lambda^{-1})$, a relative correction $O(\lambda)$. $\square$

\paragraph{Remark on Feynman gauge.} With $-g_{\mu\nu}$ alone, (\ref{gpart}) shows that the electron-leg square carries $(1-z)-m^2/(p\cdot k)$ in place of $\mathcal P$. For $z=0.6$ and $k_T=0.8m$, Lemma 1 gives $p\cdot k=0.80m^2/0.48$, hence $m^2/(p\cdot k)=0.6$ and a value $0.4-0.6=-0.2$. The full answer is $3.4-0.6=2.8$. Interference with the other emission diagrams supplies the missing $2z/(1-z)=3.0$; a single diagram squared is not a probability in that gauge.

\section{Helicity and the filling of the cone}

To see which spin states contribute, use light-front spinors
\begin{equation}
u_\sigma(p)=\frac{(\slashed p+m)\slashed n\chi_\sigma}{\sqrt{2p^+}},\qquad \Sigma^3\chi_\sigma=\sigma\chi_\sigma,\quad\gamma^0\chi_\sigma=\chi_\sigma,
\end{equation}
with $\sigma=\pm1$ and $\chi_\sigma^\dagger\chi_\sigma=1$. For the parent, which moves along the axis, $\sigma$ is the sign of its helicity; for the daughter this holds up to $O(\lambda)$ corrections.

\paragraph{Proposition.} $\mathcal P=\mathcal P_{\rm same}+\mathcal P_{\rm flip}$, with
\begin{equation}
\mathcal P_{\rm same}=\frac{(1+z^2)k_T^2}{(1-z)D},\qquad
\mathcal P_{\rm flip}=\frac{(1-z)^3m^2}{D}.
\label{hel}
\end{equation}

\emph{Proof.} Since $\slashed P+m=\slashed{\tilde p}+m+s\slashed n/(2P^+)$, the $1/s$ part of the amplitude is governed by $V=\bar u_{\sigma'}(p)\slashed\varepsilon u_\sigma(\tilde p)$. For a parent of definite spin, comparison with (\ref{theorem}) gives $\mathcal P=\sum|V|^2/(2s)$.

Let $\bar n=(1,0,0,1)$ and write $\slashed p=\frac12(p^+\slashed{\bar n}+p^-\slashed n)+\slashed p_\perp$. Let $\mathbf e$ be the transverse unit vector in $\varepsilon=\varepsilon_\perp+cn$; then $c=-\mathbf k_T\cdot\mathbf e/[(1-z)P^+]$. Between the outer factors $\slashed n$ of $V$, the rules $\slashed n^2=\slashed{\bar n}^2=0$ and $\slashed n\slashed{\bar n}\slashed n=4\slashed n$ leave
\begin{align}
&\slashed n(\tfrac12p^+\slashed{\bar n}+\slashed p_\perp+m)(\slashed\varepsilon_\perp+c\slashed n)(\tfrac12P^+\slashed{\bar n}+m)\slashed n\nonumber\\
&\quad=\slashed n\left[4cz(P^+)^2+2P^+\slashed p_\perp\slashed\varepsilon_\perp+2(1-z)P^+m\slashed\varepsilon_\perp\right].
\end{align}
The last term is the difference of $2P^+m$ and $2p^+m$; the sign comes from moving $\slashed\varepsilon_\perp$ past one $\slashed n$. Dividing by $2\sqrt{p^+P^+}=2\sqrt z\,P^+$ and using $\slashed p_\perp\slashed\varepsilon_\perp=-\mathbf k_T\cdot\mathbf e-i\Sigma^3(\mathbf k_T\times\mathbf e)_3$, the spin-conserving amplitude is
\begin{equation}
V_{\rm same}=-\frac1{\sqrt z}\left[\frac{1+z}{1-z}\mathbf k_T\cdot\mathbf e+i\sigma(\mathbf k_T\times\mathbf e)_3\right].
\end{equation}
The matrix $\slashed\varepsilon_\perp$ reverses $\Sigma^3$, so $|V_{\rm flip}|=(1-z)m/\sqrt z$ for each $\mathbf e$. Summing over two directions $\mathbf e$,
\begin{equation}
\sum|V_{\rm same}|^2=\frac{2(1+z^2)k_T^2}{z(1-z)^2},\qquad
\sum|V_{\rm flip}|^2=\frac{2(1-z)^2m^2}{z}.
\end{equation}
Division by $2s=2D/[z(1-z)]$ gives (\ref{hel}). The sum agrees with $\mathcal P$, because $m^2/(p\cdot k)=2z(1-z)m^2/D$ and $(1+z^2)-2z=(1-z)^2$. $\square$

At $k_T=0$ the spin-conserving part vanishes, but $\mathcal P=\mathcal P_{\rm flip}=1-z$. A forward photon carries one unit of spin along the axis, which the electron can balance by reversing its own. The zero on the axis thus disappears when the photon takes a finite energy share, but a dip can remain. With $u=k_T^2/[(1-z)^2m^2]$ we have $D=(1-z)^2m^2(1+u)$, so at fixed $z$ the factor $\mathcal P/(p\cdot k)$ is proportional to $[(1+z^2)u+(1-z)^2]/(1+u)^2$. Its slope at $u=0$ is $(1+z^2)-2(1-z)^2$, which is positive for $z>2-\sqrt3\approx0.27$. For such $z$ the cone is only partly filled; for smaller $z$ the rate per solid angle is largest on the axis.

\section{The soft limit and its angular distribution}

\paragraph{Proof of the last statement of the theorem.} For $z\to1$, (\ref{angle}) reads $p\cdot k\simeq\frac12E\omega(\theta^2+\theta_0^2)$, and $(1+z^2)/(1-z)\simeq2E/\omega$. Hence
\begin{equation}
\mathcal P\simeq\frac{2E}{\omega}-\frac{2m^2}{E\omega(\theta^2+\theta_0^2)}
=\frac{2E}{\omega}\left[1-\frac{\theta_0^2}{\theta^2+\theta_0^2}\right]
=\frac{2E}{\omega}\frac{\theta^2}{\theta^2+\theta_0^2}.
\end{equation}
The mass term turns a constant into a function with a zero on the axis. Multiplication by $e^2/(p\cdot k)=2e^2/[E\omega(\theta^2+\theta_0^2)]$ supplies the second power of the denominator and gives (\ref{softshape}). $\square$

Photon phase space is $d^3k/[(2\pi)^32\omega]=\omega\,d\omega\,d\Omega/(16\pi^3)$. With $4e^2=16\pi\alpha$,
\begin{equation}
dN=\frac{\alpha}{\pi^2}\frac{d\omega}{\omega}\,d\Omega\,\frac{\theta^2}{(\theta^2+\theta_0^2)^2}.
\label{rate}
\end{equation}
For $\theta\gg\theta_0$ this is the massless law $1/\theta^2$; for $\theta\ll\theta_0$ it falls as $\theta^2/\theta_0^4$. With $x=\theta^2$, the derivative of $x/(x+\theta_0^2)^2$ is $(\theta_0^2-x)/(x+\theta_0^2)^3$, so the rate per solid angle peaks at $\theta=\theta_0$. The rate per unit $\theta$ has an extra factor $\theta$; the condition $3/\theta=4\theta/(\theta^2+\theta_0^2)$ puts its peak at $\sqrt3\,\theta_0$. The cone is a region of depletion without a sharp edge.

With $d\Omega=\pi\,dx$, integration up to $\theta_{\max}=R\theta_0\ll1$ gives
\begin{equation}
\frac{dN}{d\ln\omega}=\frac\alpha\pi\int_0^{\theta_{\max}^2}\!\frac{x\,dx}{(x+\theta_0^2)^2}
=\frac\alpha\pi\left[\ln(1+R^2)-\frac{R^2}{1+R^2}\right].
\label{yield}
\end{equation}
The mass thus cuts off the collinear logarithm. The integral over $\omega$ still diverges at its lower end, so a tree-level photon number needs a lower energy limit.

\section{Numbers for a 10 GeV parent}

\paragraph{A hard photon.} Energies are in MeV. Let $E=10\,000$ MeV, $m=0.510999$ MeV, $z=0.6$ and $\theta=0.1$ mrad. Then $k_T=0.24\times10^4\times10^{-4}=0.24$ MeV, and (\ref{angle}) gives $p\cdot k=0.2070$ MeV$^2$. Thus
\begin{equation}
\mathcal P=\frac{1.36}{0.4}-\frac{0.2611}{0.2070}=3.400-1.261=2.139 .
\end{equation}
Of this, 1.971 conserves helicity and 0.168, or 8\%, flips it.

For comparison, the full tree-level matrix element for a virtual photon producing $e^-e^+\gamma$ was evaluated with both diagrams, by numerical Dirac traces in 40-digit arithmetic. The positron had energy $E$ and stood at 2 rad from the electron, and the photon was emitted in the electron--positron plane, on the positron's side. Multiplied by $p\cdot k/e^2$ and divided by the squared amplitude without the photon, it gives 2.1390, against 2.1388 from the formula. The difference is the $O(\lambda)$ interference with emission from the positron and depends on the photon's azimuth: the value is 2.1388 at right angles to the plane and 2.1386 on the far side. At $\theta=0$ it gives 0.4000, the helicity-flip value $1-z$.

\paragraph{A soft photon.} Now let $\omega=10$ MeV, so $z=0.999$; the cone angle is $\theta_0=0.0511$ mrad. For the same geometry, the table lists the squared-amplitude ratio multiplied by $\omega^2\theta_0^2/(4e^2)$. In the same normalization (\ref{softshape}) is $y^2/(1+y^2)^2$, with $y=\theta/\theta_0$, and the massless law is $1/y^2$.

\begin{center}
\begin{tabular}{cccc}
$y$ & full tree level & dead cone & massless\\ \hline
0.25 & 0.05516 & 0.05536 & 16\\
0.5 & 0.15950 & 0.16000 & 4\\
1 & 0.24952 & 0.25000 & 1\\
2 & 0.15989 & 0.16000 & 0.25\\
5 & 0.03698 & 0.03698 & 0.04\\
10 & 0.00981 & 0.00980 & 0.01
\end{tabular}
\end{center}

The deficit of 0.36\% at $y=0.25$ is mainly recoil. By (\ref{angle}), $\theta_0$ is replaced by $\theta_0/z$ at finite $z$, which changes the profile by about $-4(1-z)/(1+y^2)=-0.38\%$ relative to the soft formula. The rest, about $+0.014\%$, is interference with the positron leg. It changes sign when the photon is emitted on the far side, and it also produces the small excess at $y=10$, so the last digit of the full column depends on the azimuth.

On the axis the flip term gives $e^2(1-z)/(p\cdot k)$ with $p\cdot k=(1-z)m^2/(2z)$. In the table's normalization this is $z(1-z)^2/2=4.995\times10^{-7}$; the full matrix element gives $4.998\times10^{-7}$. The cone is therefore very nearly empty here, though not completely. For still softer photons the flip term shrinks as $\omega^2$, while the wide-angle amplitude of the positron leaves a remainder of order $\theta_0^2$ in this normalization, unless the positron is exactly opposite as in (\ref{pair}).

\paragraph{Electron and muon.} A muon of the same energy, with $m=105.66$ MeV, has $\theta_0=10.57$ mrad. Relative to the massless law, (\ref{rate}) is reduced by $[\theta^2/(\theta^2+\theta_0^2)]^2$. At 5 mrad this is 0.9998 for the electron, and for the muon
\begin{equation}
\left[\frac{25}{25+111.6}\right]^2=0.033 .
\end{equation}
At this angle the electron radiates almost as if massless, while the muon's radiation is suppressed about thirtyfold.

Within 100 mrad, (\ref{yield}) gives $dN/d\ln\omega=0.0329$ for the electron and 0.0082 for the muon, a ratio of 4.0. Numerical quadrature of the back-to-back soft factor (\ref{pair}), without the small-angle approximation, gives the same values to these digits. The region $\theta<\theta_0$ contributes $(\alpha/\pi)(\ln2-\frac12)=4.5\times10^{-4}$ for either particle: 1.4\% of the electron's yield and 5.5\% of the muon's. The muon radiates less because its logarithm starts at a larger angle. These yields hold at tree level for photons soft enough that recoil can be neglected.

All numerical values are calculated from the stated model.
